\section*{Why an uncorrelated walk on a cubic lattice has D = Rl²/6}

\section{A long path and a short displacement}

A model particle hops between the sites of a simple cubic lattice with spacing $0.3$ nm. In one microsecond at $1000$ K it makes about $21\,790$ jumps on average, so its mean path length is about $6540$ nm. Its root-mean-square displacement over the same time is only $44.3$ nm, smaller by a factor of about $148$. What fixes this factor, and how does the jump rate determine the diffusion coefficient?

The assumptions are these. All sites are equivalent. From each site the particle can jump to any of its $z$ nearest neighbours, at distance $l$, with the same constant rate $\Gamma$ for each. The rate does not depend on earlier jumps, there is no drift, and no other particle blocks a site. A jump takes no time compared with the stay on a site.

The rate of leaving a site by any route is $R$. Let $S(t)$ be the probability that the particle has not yet left. In a short time $dt$ each of the $z$ routes is taken with probability $\Gamma\,dt$, so
\begin{equation}
\frac{dS}{dt}=-z\Gamma S,\qquad S(t)=e^{-Rt},\qquad R=z\Gamma .
\label{eq:R}
\end{equation}
The mean stay is $\int_0^\infty S\,dt=1/R$. Since every site is left at the same rate $R$, the mean number of jumps in time $t$ is $Rt$.

\section{First case: a walk on a line}

Put the sites at $x=nl$, with rate $\Gamma$ to the right and $\Gamma$ to the left. Site $n$ gains probability from its two neighbours and loses it to both:
\begin{equation}
\frac{dp_n}{dt}=\Gamma\,(p_{n-1}+p_{n+1}-2p_n).
\end{equation}
Multiply by $n^2l^2$ and sum over $n$. Renaming the summation index gives $\sum_n n^2p_{n-1}=\sum_n(n+1)^2p_n$, and likewise $\sum_n n^2p_{n+1}=\sum_n(n-1)^2p_n$. Therefore
\begin{align}
\frac{d\langle x^2\rangle}{dt}
&=\Gamma l^2\sum_n\left[(n+1)^2+(n-1)^2-2n^2\right]p_n\nonumber\\
&=2\Gamma l^2\sum_n p_n=2\Gamma l^2 .
\end{align}
A start at $x=0$ gives $\langle x^2\rangle=2\Gamma l^2t$. Here $z=2$ and $R=2\Gamma$, so $\langle x^2\rangle=Rl^2t$.

The limit of short times confirms the factor. When $Rt\ll1$, the particle has jumped once with probability close to $Rt$, and then $x^2=l^2$. The average is $Rt\,l^2$, as found.

The displacement grows as the square root of time because steps to the right and left largely cancel, while the path length adds them all.

\section{Three dimensions}

Take a Bravais lattice, so that every site has the same set of neighbour vectors; structures such as diamond need a separate argument. Let $\mathbf s_j$, $j=1,\dots,z$, be the vectors to the nearest neighbours, and $P(\mathbf r,t)$ the probability of being at site $\mathbf r$. The balance of gain and loss is now
\begin{equation}
\frac{dP(\mathbf r)}{dt}=\Gamma\sum_{j=1}^{z}\left[P(\mathbf r-\mathbf s_j)-P(\mathbf r)\right].
\label{eq:master}
\end{equation}
To keep information about direction, multiply by $r_ar_b$, where $a,b$ stand for $x,y,z$, and sum over sites. In the gain term replace $\mathbf r$ by $\mathbf r+\mathbf s_j$. The shift is allowed because the sums converge: a distance $r$ needs at least $r/l$ jumps, and the probability of so many jumps in a fixed time falls faster than any power of $r$. The result is
\begin{align}
\frac{d\langle r_ar_b\rangle}{dt}
&=\Gamma\sum_j\left\langle(r_a+s_{ja})(r_b+s_{jb})-r_ar_b\right\rangle\nonumber\\
&=\Gamma\sum_j\left[\langle r_a\rangle s_{jb}+s_{ja}\langle r_b\rangle+s_{ja}s_{jb}\right].
\end{align}
Every neighbour at $\mathbf s_j$ has a partner at $-\mathbf s_j$, so $\sum_j\mathbf s_j=0$ and the first two terms vanish:
\begin{equation}
\frac{d\langle r_ar_b\rangle}{dt}=\Gamma\sum_j s_{ja}s_{jb}.
\label{eq:second}
\end{equation}
Setting $b=a$ and summing over the three axes gives $d\langle r^2\rangle/dt=\Gamma zl^2=Rl^2$. For a start at the origin,
\begin{equation}
\langle r^2\rangle=Rl^2t .
\label{eq:msd}
\end{equation}
This holds from $t=0$ onward, even while the particle is most likely still on its first site.

\subsection*{From the mean square to the diffusion coefficient}

The diffusion coefficient is defined through the equation for a smooth density $n(\mathbf r,t)$. Without assuming isotropy it reads
\begin{equation}
\frac{\partial n}{\partial t}=\sum_{c,d}D_{cd}\,\frac{\partial^2n}{\partial r_c\,\partial r_d},\qquad D_{cd}=D_{dc}.
\end{equation}
Normalize $n$ to one particle, multiply by $r_ar_b$ and integrate over space. Two integrations by parts move both derivatives onto $r_ar_b$. The two sign changes cancel, and the boundary terms vanish for a localized density. Since $\partial^2(r_ar_b)/\partial r_c\partial r_d=\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}$,
\begin{equation}
\frac{d\langle r_ar_b\rangle}{dt}=D_{ab}+D_{ba}=2D_{ab}.
\end{equation}
Comparison with (\ref{eq:second}) gives
\begin{equation}
D_{ab}=\frac{\Gamma}{2}\sum_j s_{ja}s_{jb}.
\label{eq:tensor}
\end{equation}

Now cubic symmetry enters. The reflection $x\to-x$ maps the set of neighbours onto itself. It leaves the sum $\sum_js_{jx}s_{jy}$ unchanged, because the same vectors are summed, yet it reverses the sign of each term. The sum is therefore zero, and so are the other off-diagonal ones. Exchanging two axes also maps the set onto itself, so $D_{xx}=D_{yy}=D_{zz}=D$. The trace of (\ref{eq:tensor}) is
\begin{equation}
3D=\frac{\Gamma}{2}\sum_j|\mathbf s_j|^2=\frac{z\Gamma l^2}{2}=\frac{Rl^2}{2},
\end{equation}
and hence
\begin{equation}
D=\frac{Rl^2}{6}.
\label{eq:main}
\end{equation}
The six is $2\times3$: the two comes from the two derivatives in the diffusion equation, and the three from sharing the mean square among three axes. It is not the number of neighbours.

\subsection*{Three lattices and a case without cubic symmetry}

Let $a$ now denote the edge of the conventional cube. The neighbour numbers and distances give
\begin{align}
\text{simple cubic: }& z=6,\ l=a, & Rl^2&=6\Gamma a^2,\nonumber\\
\text{body-centred: }& z=8,\ l=\tfrac{\sqrt3}{2}a, & Rl^2&=8\Gamma\cdot\tfrac34a^2=6\Gamma a^2,\nonumber\\
\text{face-centred: }& z=12,\ l=\tfrac{1}{\sqrt2}a, & Rl^2&=12\Gamma\cdot\tfrac12a^2=6\Gamma a^2 .
\end{align}
In all three cases $D=a^2\Gamma$. More neighbours are compensated by shorter jumps. Integrating the master equation (\ref{eq:master}) numerically for each lattice, and taking the second moments of the resulting probabilities, gives $D/(Rl^2)=0.166667$ each time, with equal diagonal elements and vanishing off-diagonal ones within the numerical tolerance.

To see what the symmetry contributes, confine the jumps to planes, with four neighbours at $(\pm l,0,0)$ and $(0,\pm l,0)$. Then $\Gamma=R/4$ and $\sum_js_{jx}^2=2l^2$, so (\ref{eq:tensor}) gives
\begin{equation}
D_{xx}=D_{yy}=\frac12\cdot\frac R4\cdot2l^2=\frac{Rl^2}{4},\qquad D_{zz}=0 .
\end{equation}
The mean square displacement is still $Rl^2t$, but no single coefficient describes the spreading in three dimensions. The value $Rl^2/6$ is then merely the average of the three diagonal elements. The numerical moments confirm this case too.

\section{When is the diffusion equation itself valid?}

Matching second moments fixes $D$, but does a density on the lattice follow the diffusion equation? For many independent walkers the mean density obeys (\ref{eq:master}). Take a weak wave, $n=n_0+A(t)\cos(\mathbf k\cdot\mathbf r)$. Adding the contributions of $\mathbf s_j$ and $-\mathbf s_j$ cancels the sine terms, so each jump vector contributes $\cos(\mathbf k\cdot\mathbf r)\cos(\mathbf k\cdot\mathbf s_j)$ on average over the pair. Thus
\begin{equation}
\frac{dA}{dt}=-\lambda A,\qquad
\lambda=\Gamma\sum_j\left[1-\cos(\mathbf k\cdot\mathbf s_j)\right].
\end{equation}
The diffusion equation predicts $\lambda=Dk^2$ instead.

To compare them, start from $\sin u\le u$ for $u\ge0$. Integrating from zero three times gives in turn $1-\cos u\le u^2/2$, then $u-\sin u\le u^3/6$, and finally $u^2/2-(1-\cos u)\le u^4/24$. The first and last relations contain even functions and so hold for either sign of $u$:
\begin{equation}
\frac{u^2}{2}-\frac{u^4}{24}\le1-\cos u\le\frac{u^2}{2}.
\end{equation}
Set $u=\mathbf k\cdot\mathbf s_j$. From (\ref{eq:tensor}) with $D_{ab}=D\delta_{ab}$, $\Gamma\sum_j(\mathbf k\cdot\mathbf s_j)^2=2Dk^2$. Also $(\mathbf k\cdot\mathbf s_j)^4\le(kl)^2(\mathbf k\cdot\mathbf s_j)^2$. Therefore
\begin{equation}
0\le1-\frac{\lambda}{Dk^2}\le\frac{1}{24Dk^2}\,(kl)^2\,2Dk^2=\frac{(kl)^2}{12}.
\end{equation}

For a simple cubic lattice and a wave along a cube edge, the ratio $\lambda/(Dk^2)$ is $0.9967$ at $kl=0.2$, where the wavelength is about $31$ jump lengths. It is $0.919$ at $kl=1$. At $kl=\pi$ neighbouring planes carry opposite deviations, and the ratio is $0.405$: the diffusion equation then predicts a decay about $2.5$ times too fast. Equation (\ref{eq:msd}) needs no such restriction to long waves.

\section{Removing the assumption of no memory}

Write the displacement after $N$ jumps as $\mathbf r_N=\sum_{i=1}^N\mathbf s_i$, where $\mathbf s_i$ now means the $i$th jump made. Then
\begin{equation}
\langle r_N^2\rangle=Nl^2+2\sum_{i<j}\langle\mathbf s_i\cdot\mathbf s_j\rangle .
\label{eq:cross}
\end{equation}
Without memory the cross terms vanish, leaving $Nl^2$. With $N$ replaced by its mean $Rt$, this is (\ref{eq:msd}) again.

Suppose instead that, whatever the earlier history, the mean of the next jump is $c$ times the last jump, with $|c|<1$. Applying this rule $m$ times gives $\langle\mathbf s_i\cdot\mathbf s_{i+m}\rangle=c^ml^2$. There are $N-m$ pairs with separation $m$, so
\begin{equation}
\frac{\langle r_N^2\rangle}{Nl^2}=1+2\sum_{m=1}^{N-1}\left(1-\frac mN\right)c^m .
\end{equation}
For large $N$ the part with $m/N$ disappears, because $\sum_m m\,c^m$ converges. The remaining geometric series gives
\begin{equation}
f=1+\frac{2c}{1-c}=\frac{1+c}{1-c}.
\end{equation}
If the total rate $R$ stays constant and the rule respects cubic symmetry, the long-time coefficient is $D=fRl^2/6$.

As an example, let a walker on the simple cubic lattice reverse its last jump $\mathbf s$ with probability $p$, and choose each of the other five directions with probability $(1-p)/5$. All six jump vectors add to zero, so the five that exclude $-\mathbf s$ add to $+\mathbf s$. The mean next jump is
\begin{equation}
-p\,\mathbf s+\frac{1-p}{5}\,\mathbf s=\frac{1-6p}{5}\,\mathbf s,\qquad c=\frac{1-6p}{5}.
\end{equation}
For $p=1/6$ all directions are equally likely, $c=0$ and $f=1$. For $p=1/2$, $c=-0.4$ and $f=0.6/1.4=0.429$. Simulated walks give $1.001$ and $0.433$; the second differs from the formula by about one per cent, within the allowance made for sampling. As $p\to1$, $f\to0$: the particle shuttles between two sites, jumping often and getting nowhere.

Such memory arises when an atom moves by exchanging places with a vacancy. Just after the exchange the vacancy lies on the site the atom has left, which makes the return jump more likely than a fresh choice would. The tracer coefficient is then smaller than $Rl^2/6$ by the factor $f$. For dilute vacancies in a pure crystal $c$ is not free, as it is in the example above, but is fixed by the lattice: $f\approx0.653$, $0.727$ and $0.781$ for the simple, body-centred and face-centred cubic lattices.

\section{The jump rate from transition-state theory}

So far $\Gamma$ was given. Now let a classical particle of mass $m$ move in the potential
\begin{equation}
V(\mathbf r)=\frac E2\sum_{i=1}^{3}\left[1-\cos\frac{2\pi x_i}{a}\right].
\end{equation}
Its minima form a simple cubic lattice, and the lowest pass between neighbours has height $E$. Around each minimum draw a cubic cell, $-a/2<x_i<a/2$. Transition-state theory takes $\Gamma$ to be the equilibrium flux outward through one face, divided by the probability of being in the cell.

The Maxwell distribution gives the velocity factor
\begin{equation}
\int_0^\infty v\,\sqrt{\frac{m}{2\pi kT}}\;e^{-mv^2/2kT}\,dv
=\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}=\sqrt{\frac{kT}{2\pi m}} .
\end{equation}
From here on $k$ is Boltzmann's constant. This factor is the one-way flux per unit density: it averages the outward velocity over all particles, counting those that move inward as zero. The mean speed of the outward-moving half alone is twice as large. The potential is a sum over axes, so the integrals along the two directions in the face cancel between numerator and denominator. On the face $x=a/2$ the $x$ part of the potential equals $E$. With $q=E/2kT$ and $\theta=2\pi x/a$, the remaining integral is
\begin{equation}
\int_{-a/2}^{a/2}e^{-q[1-\cos(2\pi x/a)]}dx
=a\,e^{-q}\,\frac1{2\pi}\int_{-\pi}^{\pi}e^{q\cos\theta}d\theta=a\,e^{-q}I_0(q),
\end{equation}
where $I_0$ is the modified Bessel function defined by the $\theta$ integral. Since $e^{-E/kT}=e^{-2q}$,
\begin{equation}
\Gamma=\sqrt{\frac{kT}{2\pi m}}\;\frac{e^{-2q}}{a\,e^{-q}I_0(q)}
=\sqrt{\frac{kT}{2\pi m}}\;\frac{e^{-q}}{a\,I_0(q)} .
\label{eq:tst}
\end{equation}
Direct integration of the flux and the cell probability in three dimensions agrees with this formula at three temperatures.

\subsection*{The limit of a high barrier}

For $q\gg1$ the integral for $I_0$ comes from small $\theta$. Use $\cos\theta\approx1-\theta^2/2+\theta^4/24$ and expand the quartic part of the exponential. The Gaussian weight $e^{-q\theta^2/2}$ has $\langle\theta^4\rangle=3/q^2$, so
\begin{equation}
I_0(q)\approx\frac{e^q}{\sqrt{2\pi q}}\left(1+\frac q{24}\cdot\frac3{q^2}\right)
=\frac{e^q}{\sqrt{2\pi q}}\left(1+\frac1{8q}\right).
\end{equation}
With $1/8q=kT/4E$, equation (\ref{eq:tst}) becomes
\begin{equation}
\Gamma\approx\nu e^{-E/kT}\left(1-\frac{kT}{4E}\right),\qquad
\nu=\frac1a\sqrt{\frac{kTq}{m}}=\frac1a\sqrt{\frac{E}{2m}} .
\end{equation}
This $\nu$ is the vibration frequency at the bottom of the well: the curvature there is $2\pi^2E/a^2$, and $\sqrt{2\pi^2E/(ma^2)}/2\pi$ is the same expression.

The theory counts every outward crossing as a completed jump. The walk further requires the particle to forget its direction before it leaves again. An isolated particle in this potential would not forget: motion along each axis conserves its own energy, so a particle that crosses one barrier crosses the next as well. Exchange of energy with the surroundings must stop it in the new well, without sending it straight back across the barrier. That is an assumption here, not a result.

\section{The numbers put together}

The round model parameters are $a=l=0.3$ nm, $E=0.6$ eV, $m=20$ u and $T=1000$ K, so $E/kT=6.963$. The well frequency is $4.010\times10^{12}\ \mathrm{s^{-1}}$, and the high-barrier rate without correction is
\begin{equation}
4.010\times10^{12}\ \mathrm{s^{-1}}\times9.465\times10^{-4}=3.796\times10^{9}\ \mathrm{s^{-1}} .
\end{equation}
The full expression (\ref{eq:tst}) gives $\Gamma=3.632\times10^9\ \mathrm{s^{-1}}$, which is $4.3\%$ below the high-barrier value. The leading correction $kT/4E$ accounts for $3.6\%$; the rest belongs to higher orders in $kT/E$.

Six faces give $R=6\Gamma=2.179\times10^{10}\ \mathrm{s^{-1}}$ and a mean stay of $45.9$ ps. That is about $184$ vibration periods, but the long stay does not justify the walk: to be stopped in the new well the particle must lose its excess energy within about one passage across it, a time of the order of one period. With simple friction in this potential, a relaxation time of eight periods lets most crossings run past the next well and makes $D$ more than four times the value below, while strong friction causes recrossing and lowers it. The value below is the transition-state estimate and holds only between these regimes. The diffusion coefficient is
\begin{align}
D&=\frac{2.179\times10^{10}\ \mathrm{s^{-1}}\,(3\times10^{-10}\ \mathrm m)^2}{6}\nonumber\\
&=3.27\times10^{-10}\ \mathrm{m^2\,s^{-1}}=3.27\times10^{-6}\ \mathrm{cm^2\,s^{-1}} .
\end{align}
Putting the rate for one neighbour in place of $R$ would give $5.45\times10^{-11}\ \mathrm{m^2\,s^{-1}}$, too small by the factor $z=6$.

The opening factor can now be read off. In time $t$ the mean path length is $Rt\,l$ and the root-mean-square displacement is $\sqrt{Rt}\,l$. Their ratio is $\sqrt{Rt}=\sqrt{21\,790}\approx148$, and $148\times0.3$ nm gives the $44$ nm. The ratio grows with time, so a longer observation makes the contrast greater. The numerical output lists the values used here and those of the lattice tests.

\section*{Numbers as computed}
\begin{verbatim}
Master equation, R = 1 (D from the computed second moments)
simple cubic: z = 6, l/a = 1.0000, D/(R l^2) = 0.166667, D/(a^2 Gamma) = 1.000000
body-centred: z = 8, l/a = 0.8660, D/(R l^2) = 0.166667, D/(a^2 Gamma) = 1.000000
face-centred: z = 12, l/a = 0.7071, D/(R l^2) = 0.166667, D/(a^2 Gamma) = 1.000000
Planar walk, D_xx, D_yy, D_zz in R l^2: 0.2500, 0.2500, 0.0000
Simple cubic wave along an edge, decay rate/(D k^2):
  k l = 0.2000: 0.99667
  k l = 1.0000: 0.91940
  k l = 3.1416: 0.40528
Simulated walks, 40000 walkers, mean jump count expected at R t = 30
  reversal probability 0.1667: jumps = 29.96, c = 0.0000
    6D/(R l^2): simulated 1.001, formula 1.0000
  reversal probability 0.5000: jumps = 29.99, c = -0.4000
    6D/(R l^2): simulated 0.433, formula 0.4286
Worked example: simple cubic cosine potential
a = l = 0.3 nm
barrier E = 0.6 eV
mass m = 20 u
temperature T = 1000 K
kT = 0.08617 eV
E/kT = 6.9627
q = E/2kT = 3.4814
mean outward speed sqrt(kT/2 pi m) = 257.22 m/s
well frequency nu = 4.0101e+12 1/s
Boltzmann factor exp(-E/kT) = 9.4653e-04
harmonic rate per neighbour = 3.7957e+09 1/s
full flux rate per neighbour Gamma = 3.6317e+09 1/s
full/harmonic rate = 0.9568
leading correction kT/4E = 0.0359
total jump rate R = 2.1790e+10 1/s
mean residence time 1/R = 45.89 ps
D = R l^2/6 = 3.2686e-10 m^2/s = 3.2686e-06 cm^2/s
wrong D with Gamma in place of R = 5.4476e-11 m^2/s
duration = 1 microsecond
mean number of jumps = 2.1790e+04
mean path length = 6537.1 nm
root-mean-square displacement = 44.28 nm
\end{verbatim}
